\section*{Exact Exchange and the Coulson–Fischer Point of H2}

\section*{Question}

The hydrogen molecule is described by one determinant with real spatial orbitals $\phi_\alpha$ and $\phi_\beta$, one electron in each, and fixed nuclei a distance $R$ apart. Hartree atomic units are used. The exchange-correlation energy is the one-parameter hybrid
\begin{equation}
E_{xc}=aE_x^{\rm exact}+(1-a)E_x^{\rm Slater}+E_c^{\rm PW92},
\qquad 0\le a\le1 ,
\label{family}
\end{equation}
where PW92 is the Perdew--Wang local spin-density correlation functional. The restricted solution has $\phi_\alpha=\phi_\beta=g$. The Coulson--Fischer distance $R_{\rm CF}(a)$ is the bond length at which this solution, followed outwards from short bonds, stops being a local minimum against spin polarization.

Write $(pq|rs)=\iint p(\mathbf r)q(\mathbf r)|\mathbf r-\mathbf r'|^{-1}r(\mathbf r')s(\mathbf r')\,d\mathbf r\,d\mathbf r'$ for real orbitals, $\rho=\rho_\alpha+\rho_\beta$ and $m=\rho_\alpha-\rho_\beta$.

\begin{enumerate}
\item[(a)] Rotate the two spin orbitals in opposite senses, $\phi_{\alpha,\beta}=\cos\theta\,g\pm\sin\theta\,x$, where $x$ is a normalized combination of virtual orbitals. Expand the energy to order $\theta^2$ and identify the triplet stability matrix $M$.
\item[(b)] Evaluate the contributions of Slater exchange and PW92 correlation, and give their signs.
\item[(c)] Find $dR_{\rm CF}/da$ in terms of derivatives of the lowest eigenvalue $\lambda(a,R)$ of $M$. Which part of $\partial\lambda/\partial a$ remains if the orbitals are frozen?
\item[(d)] Evaluate the frozen part for two well-separated hydrogen $1s$ orbitals and interpret it.
\item[(e)] With a computer, find $R_{\rm CF}$ for $a=0,\ 0.25,\ 0.5,\ 0.75,\ 1$.
\item[(f)] Explain the trend using part (c), and determine whether it survives when the correlation term is removed.
\item[(g)] What happens to the determinant just beyond $R_{\rm CF}$?
\end{enumerate}

\section*{Model answers}

\subsection*{(a) The triplet stability matrix}

Let $h$ be the kinetic energy plus the nuclear attraction, and let $e(\rho,m)$ be the energy density of all local terms, including the factor $1-a$ on Slater exchange. Then
\begin{equation}
E=\sum_\sigma\langle\phi_\sigma|h|\phi_\sigma\rangle+\tfrac12(\rho|\rho)
-\frac a2\sum_\sigma(\phi_\sigma\phi_\sigma|\phi_\sigma\phi_\sigma)
+\int e(\rho,m)\,d\mathbf r+\frac1R .
\end{equation}
Here $(\rho|\rho)$ is the Coulomb integral of two densities. The rotated orbitals give
\begin{equation}
\phi_{\alpha,\beta}^2=g^2\pm2\theta gx+\theta^2(x^2-g^2)+O(\theta^3),
\end{equation}
and therefore
\begin{equation}
\delta\rho=2\theta^2(x^2-g^2)+O(\theta^4),\qquad m=4\theta gx+O(\theta^3).
\label{dens}
\end{equation}
To first order the charge density is unchanged and a spin density appears. This is why the response is called triplet.

The terms of order $\theta^2$ are collected one at a time. Write $h_{pp}=\langle p|h|p\rangle$. In the one-electron energy the cross terms $\pm2\theta\langle g|h|x\rangle$ cancel between the spins, leaving
\begin{equation}
\delta E_1=2\theta^2(h_{xx}-h_{gg}).
\end{equation}
In the Coulomb energy, $\delta\rho$ is already of second order, so
\begin{equation}
\delta E_H=(2g^2|\delta\rho)=4\theta^2[(gg|xx)-(gg|gg)].
\end{equation}
For exact exchange, each spin contributes
\begin{align}
(\phi_\sigma\phi_\sigma|\phi_\sigma\phi_\sigma)={}&(gg|gg)\pm4\theta(gg|gx)+4\theta^2(gx|gx)\nonumber\\
&+2\theta^2[(gg|xx)-(gg|gg)]+O(\theta^3).
\end{align}
The linear terms cancel in the spin sum. Multiplication by $-a/2$ gives
\begin{equation}
\delta E_x^{\rm exact\ part}=2\theta^2aD_{\rm exact},\qquad
D_{\rm exact}=(gg|gg)-(gg|xx)-2(gx|gx).
\label{dexact}
\end{equation}
The local energy density is even in $m$, because exchanging the spin labels cannot change it. With $v=\partial e/\partial\rho$ and $k=\partial^2e/\partial m^2$, both at $m=0$,
\begin{align}
\delta E_{\rm loc}&=\int v\,\delta\rho\,d\mathbf r+\tfrac12\int k\,m^2\,d\mathbf r\nonumber\\
&=2\theta^2\left[\int v(x^2-g^2)\,d\mathbf r+4\int kg^2x^2\,d\mathbf r\right].
\label{local}
\end{align}
This expansion assumes $|m|\ll\rho$ wherever the density contributes appreciably.

The restricted Fock operator is $F=h+2J-aK+v$, with $J_{pp}=(gg|pp)$ and $K_{pp}=(gp|gp)$. Its expectation values satisfy
\begin{align}
F_{xx}-F_{gg}={}&h_{xx}-h_{gg}+2[(gg|xx)-(gg|gg)]\nonumber\\
&-a[(gx|gx)-(gg|gg)]+\int v(x^2-g^2)\,d\mathbf r .
\end{align}
Subtracting this from the sum of the second-order terms, each divided by $2\theta^2$, leaves the kernel term $4\int kg^2x^2$ and
\begin{equation}
aD_{\rm exact}+a[(gx|gx)-(gg|gg)]=-a[(gg|xx)+(gx|gx)].
\end{equation}
Now put $x=\sum_b c_b\phi_b$ with $\sum_b c_b^2=1$, where the $\phi_b$ are canonical virtual orbitals with energies $\varepsilon_b$. The result is
\begin{equation}
E(\theta)=E(0)+2\theta^2\sum_{bd}c_bM_{bd}c_d+O(\theta^4),
\label{quad}
\end{equation}
\begin{equation}
M_{bd}=(\varepsilon_b-\varepsilon_g)\delta_{bd}-a[(gg|bd)+(gb|gd)]
+4\int g^2\phi_b\phi_d\,k\,d\mathbf r .
\label{matrix}
\end{equation}
The energy is even in $\theta$ because $\theta\to-\theta$ merely exchanges the two spins. The remainder is of order $\theta^4$ when $x/g$ stays bounded. If $x$ decays much more slowly than $g$, the condition $|m|\ll\rho$ fails in the far tail and the Slater term can leave a remainder of lower order than $\theta^4$, though still of higher order than $\theta^2$. If the lowest eigenvalue $\lambda$ is positive, every small opposite rotation raises the energy. If it is negative, polarization along its eigenvector lowers the energy. Hence $\lambda(a,R_{\rm CF})=0$.

\subsection*{(b) The local contributions}

The Slater exchange energy density is
\begin{equation}
e_x=-C_x(\rho_\alpha^{4/3}+\rho_\beta^{4/3}),\qquad
C_x=\frac34\left(\frac6\pi\right)^{1/3},\qquad \rho_{\alpha,\beta}=\frac{\rho\pm m}2 .
\end{equation}
Each derivative with respect to $\rho$ or $m$ brings a factor of magnitude $1/2$. At $m=0$, where $\rho/2=g^2$,
\begin{align}
v_x&=-C_x\cdot2\cdot\frac12\cdot\frac43\left(\frac\rho2\right)^{1/3}
=-\frac43C_xg^{2/3},\\
k_x&=-C_x\cdot2\cdot\frac14\cdot\frac49\left(\frac\rho2\right)^{-2/3}
=-\frac29C_xg^{-4/3}.
\end{align}
The orbital $g$ is taken positive. The kernel is negative, so the Slater kernel term in $M$ favours polarization. Its contribution to $M$ carries the factor $1-a$. The entire effect of full Slater exchange on the bracket in (\ref{local}), potential and kernel together, is
\begin{align}
D_{\rm Slater}&=\int v_x(x^2-g^2)\,d\mathbf r+4\int k_xg^2x^2\,d\mathbf r\nonumber\\
&=C_x\left[\frac43\int g^{8/3}\,d\mathbf r-\frac{20}9\int g^{2/3}x^2\,d\mathbf r\right],
\label{dslater}
\end{align}
since $4/3+8/9=20/9$. The two terms have opposite signs, so the sign of $D_{\rm Slater}$ depends on $x$; it is evaluated in parts (d) and (f).

For correlation, $e_c=\rho\,\varepsilon_c(\rho,\zeta)$ with $\zeta=m/\rho$. Near $\zeta=0$, $\varepsilon_c=\varepsilon_c(\rho,0)+\frac12\alpha_c\zeta^2+\cdots$, where $\alpha_c$ is the spin stiffness. Thus $k_c=\alpha_c/\rho$, and its contribution is
\begin{equation}
4\int g^2x^2\frac{\alpha_c}{2g^2}\,d\mathbf r=2\int\alpha_cx^2\,d\mathbf r .
\end{equation}
PW92 has $\alpha_c>0$: polarization weakens the correlation energy. This kernel term therefore opposes the instability.

\subsection*{(c) How the crossing moves}

Assume that the restricted solution changes smoothly with $a$ and $R$ and that $\lambda$ is a nondegenerate eigenvalue. Differentiating $\lambda(a,R_{\rm CF}(a))=0$ gives
\begin{equation}
\frac{\partial\lambda}{\partial a}+\frac{\partial\lambda}{\partial R}\frac{dR_{\rm CF}}{da}=0
\quad\Longrightarrow\quad
\frac{dR_{\rm CF}}{da}=-\frac{\partial\lambda/\partial a}{\partial\lambda/\partial R}.
\label{slope}
\end{equation}
At a crossing from stability to instability on stretching, with nonzero slope, $\partial\lambda/\partial R<0$. The crossing then moves to shorter bonds if and only if $\partial\lambda/\partial a<0$.

With $g$ and $x$ frozen, $a$ enters the second-order energy through $aD_{\rm exact}+(1-a)D_{\rm Slater}$. Hence
\begin{equation}
\left.\frac{\partial\lambda}{\partial a}\right|_{\rm frozen}=D_{\rm exact}-D_{\rm Slater}.
\label{frozen}
\end{equation}
The full derivative also contains the relaxation of the restricted orbitals. Nothing in (\ref{slope}) fixes the sign for an arbitrary functional. The question is whether exact exchange rewards polarization more than the functional it replaces.

There is an apparent paradox here. With frozen orbitals, the term $-aK$ raises the orbital gap at the rate $(gg|gg)-(gx|gx)$, which by itself would stabilize the restricted state if positive. But $M$ also contains $-a[(gg|xx)+(gx|gx)]$. Their sum is $D_{\rm exact}$, in which $(gg|xx)$ offsets $(gg|gg)$, exactly for separated atoms and largely at the crossings found below, so that $-2(gx|gx)$ dominates. An orbital gap alone therefore does not decide spin stability.

\subsection*{(d) Separated atoms}

Let $A$ and $B$ be $1s$ orbitals on the two atoms, with negligible overlap, and set
\begin{equation}
g=\frac{A+B}{\sqrt2},\qquad x=u=\frac{A-B}{\sqrt2}.
\end{equation}
The rotation gives
\begin{equation}
\phi_\alpha=\frac{(\cos\theta+\sin\theta)A+(\cos\theta-\sin\theta)B}{\sqrt2},
\end{equation}
and $\phi_\beta$ follows by exchanging $A$ and $B$. The two spins move towards opposite atoms.

Because $AB$ is negligible, $g^2=u^2=(A^2+B^2)/2$ and $gu=(A^2-B^2)/2$. With $U=(AA|AA)$ and $V=(AA|BB)$,
\begin{equation}
(gg|gg)=(gg|uu)=\frac{U+V}2,\qquad (gu|gu)=\frac{U-V}2,
\end{equation}
so that $D_{\rm exact}=-(U-V)$. For distant spherical charges $V=1/R$. The $1s$ density $e^{-2r}/\pi$ has potential $[1-(1+r)e^{-2r}]/r$, and therefore
\begin{align}
U&=4\int_0^\infty r e^{-2r}\left[1-(1+r)e^{-2r}\right]dr\nonumber\\
&=4\left(\frac14-\frac1{16}-\frac1{32}\right)=\frac58 .
\end{align}
As $R\to\infty$, $D_{\rm exact}\to-0.625$ hartree.

For Slater exchange, $g^2=u^2$ reduces (\ref{dslater}) to $-(8/9)C_x\int g^{8/3}$. Each atom contributes $2^{-4/3}\int A^{8/3}$ to this integral, and
\begin{equation}
\int A^{8/3}d\mathbf r=\pi^{-4/3}4\pi\int_0^\infty r^2e^{-8r/3}dr
=\frac{27}{64\pi^{1/3}} .
\end{equation}
Consequently
\begin{equation}
D_{\rm Slater}\to-\frac{16}9\,2^{-4/3}C_x\frac{27}{64\pi^{1/3}}=-0.189\ {\rm hartree}.
\end{equation}
The frozen derivative is $-0.625+0.189=-0.436$ hartree.

The exact result has a direct meaning. In the restricted state the exact exchange energy is $-(gg|gg)=-(U+V)/2$. With one electron on each atom it is $-U$. Localization thus gains $(U-V)/2$ from the cancellation of each electron's self-repulsion. Slater exchange also gains, but its curvature at the restricted state is smaller. This limit suggests an inward shift, but does not prove one at the crossing, where the atomic orbitals still overlap.

\subsection*{(e) Calculated Coulson--Fischer distances}

For each $a$ and $R$, the restricted equations were solved self-consistently in the cc-pVTZ basis. Local terms were integrated by quadrature in prolate spheroidal coordinates. The matrix (\ref{matrix}) was diagonalized and the zero of $\lambda$ found by a bracketing root search in $R$:

\begin{center}
\begin{tabular}{ccc}
$a$ & $R_{\rm CF}$ (bohr) & $R_{\rm CF}$ (\AA)\\
0.00 & 3.33 & 1.76\\
0.25 & 3.04 & 1.61\\
0.50 & 2.84 & 1.50\\
0.75 & 2.69 & 1.42\\
1.00 & 2.56 & 1.36
\end{tabular}
\end{center}

The distance decreases at every step, by 0.76 bohr in all. The smaller cc-pVDZ basis gives 3.03 bohr at $a=0.25$, a change of about 0.01 bohr. Adding diffuse functions (aug-cc-pVTZ) lengthens all five distances by 0.003 to 0.005 bohr, which turns the entry for $a=1$ into 2.57 bohr and leaves the total shift at 0.76 bohr.

The soft orbital $x$ is axially symmetric and odd under inversion, hence $\sigma_u$. Mixing it into the even orbital $g$ separates the spins as in part (d). At $R_{\rm CF}$ the second eigenvalue of $M$ depends strongly on diffuse functions. It is 0.45 hartree for $a=0$ and 0.46 hartree for $a=1$ in cc-pVTZ, 0.29 and 0.36 hartree in aug-cc-pVTZ, and 0.28 and 0.35 hartree with one further diffuse $s$ and $p$ shell. For $a=0$ it ends close to the ionization threshold $-\varepsilon_g=0.28$ hartree. In each of these bases it stays far from zero, so no other spin mode competes there.

The cancellation at $a=0.25$ can be followed term by term. In the eigenvector of $\lambda$, the orbital-energy term is $+0.243$, the exact-exchange term $-0.156$, the Slater kernel $-0.146$ and the correlation kernel $+0.059$ hartree:
\begin{equation}
0.243-0.156-0.146+0.059=0.000\ {\rm hartree}.
\end{equation}

\subsection*{(f) Why the distance shortens}

The derivatives of $\lambda$ at each crossing were obtained by central differences, with steps of 0.02 in $a$ and 0.02 bohr in $R$. The restricted orbitals were recalculated at every displaced point. The columns $D_{\rm exact}$, $D_{\rm Slater}$ and $\lambda_a=\partial\lambda/\partial a$ are in hartree, and $\lambda_R=\partial\lambda/\partial R$ is in hartree/bohr:

\begin{center}
\begin{tabular}{ccccc}
$a$ & $D_{\rm exact}$ & $D_{\rm Slater}$ & $\lambda_a$ & $\lambda_R$\\
0.00 & $-0.341$ & $-0.211$ & $-0.130$ & $-0.090$\\
0.25 & $-0.322$ & $-0.206$ & $-0.113$ & $-0.122$\\
0.50 & $-0.308$ & $-0.202$ & $-0.103$ & $-0.149$\\
0.75 & $-0.298$ & $-0.199$ & $-0.095$ & $-0.174$\\
1.00 & $-0.290$ & $-0.196$ & $-0.089$ & $-0.197$
\end{tabular}
\end{center}

The last digit of these entries depends on the basis: in aug-cc-pVTZ, $D_{\rm exact}$ at $a=0$ and 0.25 and $\lambda_a$ at $a=0.25$ move by about 0.001 hartree. Both derivatives are negative at all five crossings. At $a=0.25$, for example,
\begin{equation}
\frac{dR_{\rm CF}}{da}=-\frac{-0.113}{-0.122}\approx-0.93\ {\rm bohr}.
\end{equation}
This is the local rate per unit change in $a$, not the shift for a step of 0.25.

The frozen difference supplies the sign and nearly all of the magnitude. At $a=0.25$ it is $-0.322+0.206=-0.116$ hartree, against the full $-0.113$ hartree. Orbital relaxation slightly opposes the shift. At $a=1$ it reduces the magnitude of the derivative by about 5\% of the frozen value. Exact exchange thus advances the instability because it rewards spin localization more strongly than the Slater exchange it replaces.

The shift is not linear. The rate falls in magnitude from 1.44 bohr at $a=0$ to 0.45 bohr at $a=1$. Along this sequence $|\lambda_a|$ falls to 0.68 of its initial value while $|\lambda_R|$ grows by a factor of 2.2. The steeper crossing is therefore the larger cause.

To isolate correlation, the root search was repeated at the two ends without PW92. Slater exchange alone gives 2.81 bohr, and Hartree--Fock gives 2.30 bohr (1.21 \AA\ in cc-pVTZ, 1.22 \AA\ in aug-cc-pVTZ). The inward shift from one end to the other survives, but falls from 0.76 to 0.51 bohr. PW92 delays the instability at both ends, by 0.52 bohr with Slater exchange and 0.27 bohr with exact exchange. In particular, the endpoint $a=1$ of (\ref{family}) is not Hartree--Fock.

These results establish the trend for this family at the fractions calculated. For another semilocal exchange functional, or one whose correlation part also varies with $a$, the sign of $\partial\lambda/\partial a$ must be evaluated anew.

\subsection*{(g) Beyond the Coulson--Fischer point}

Include the next term in (\ref{quad}), with orbital relaxation absorbed in its coefficient $b$:
\begin{equation}
E(\theta)=E(0)+2\lambda\theta^2+b\theta^4+\cdots .
\end{equation}
If $b>0$, setting $4\lambda\theta+4b\theta^3=0$ for $\lambda<0$ gives two equivalent minima,
\begin{equation}
\theta^2=-\frac\lambda b\simeq\frac{|\lambda_R|}b(R-R_{\rm CF}),
\end{equation}
just beyond the crossing. They differ by exchange of the two spins.

The spin contamination measures this symmetry breaking. For two electrons $S^2=1+P$, where $P$ exchanges their spins. In the determinant
\begin{equation}
\Phi=\frac{\phi_\alpha(1)\phi_\beta(2)\,\alpha\beta-\phi_\beta(1)\phi_\alpha(2)\,\beta\alpha}{\sqrt2},
\end{equation}
the expectation value of $P$ comes from the two cross terms and equals $-\langle\phi_\alpha|\phi_\beta\rangle^2$. For the rotated orbitals the overlap is $\cos^2\theta-\sin^2\theta=\cos2\theta$, so
\begin{equation}
\langle S^2\rangle=1-\cos^22\theta=\sin^22\theta\simeq4\theta^2 .
\end{equation}
It should start from zero and grow linearly with $R-R_{\rm CF}$ at leading order.

Self-consistent unrestricted calculations at $a=0.25$, started from a polarized determinant, give $\langle S^2\rangle=0.077$, 0.144 and 0.203 at 0.05, 0.10 and 0.15 bohr beyond $R_{\rm CF}$. At 0.15 bohr before it, the polarization disappears. The onset is continuous, and the growth falls below linear as higher orders enter.

The spin density is a feature of the single determinant. The exact ground state of H$_2$ at finite $R$ is a singlet, for which $m=0$ everywhere. By localizing opposite spins on different atoms, the determinant lowers its energy at the price of mixing singlet and triplet. A larger exact-exchange fraction in this family makes that exchange of spin symmetry for energy begin at a shorter bond.
